# Does perfectly conformal deposition fill a trench without voids?

**Question**

I am trying to understand metal filling of narrow trenches. Suppose the deposition is perfectly conformal: the film grows at the same rate on the top surface, the sidewalls and the floor. My trench is 20 nm wide at the mouth and 100 nm deep. It seems to me that 10 nm of film on each sidewall must close it, and that if some part is wider I need only deposit longer. Is perfect conformality therefore enough to guarantee a void-free fill? Does it matter whether the sidewalls are vertical or lean outward by a degree or two, so that the trench is wider at the bottom than at the mouth?

**Answer**

It is not enough. Conformality fixes how thick the film is, but a void depends on which part of the trench closes first. Vertical walls meet everywhere at once and leave a seam. Walls that lean outward with depth, called re-entrant, close the mouth while the space below is still open. Depositing longer then does not help, because the gas can no longer get in.

**The model**

Take a long trench and work in its cross-section. Let $x$ be the distance from the mid-plane and $z$ the depth below the mouth. The mouth has half-width $a$, the trench has depth $H$ and a flat floor, and the straight walls stand at

$$|x| = a + z\tan\theta .$$

Positive $\theta$ means re-entrant, and $\theta=0$ means vertical. Every surface that gas can reach grows along its normal at the same rate, and growth stops in any space that is cut off. The film thickness on open surfaces is $t$. At the convex corners of the mouth the film spreads as a circular arc of radius $t$.

With these rules, the film covers every point whose distance $D$ to the original surface is at most $t$. A point is filled when $t=D$, provided gas still reaches its neighbourhood at that moment. If every route from outside has closed earlier, the point stays empty.

**Vertical walls: a seam**

On the mid-plane, both walls are a distance $a$ away and the floor is a distance $H-z$ away. For $H>a$,

$$D(0,z)=\begin{cases} a, & 0\le z\le H-a,\\ H-z, & H-a\le z\le H.\end{cases}$$

The floor film fills the lowest part. Over the remaining height $H-a$, the two sidewall films arrive together at $t=a$. Until then a gap of width $2(a-t)$ connects every level to the outside, so nothing is sealed early.

For your trench $a=10$ nm and $H=100$ nm. The films meet at $t=10$ nm along a seam of length $100-10=90$ nm. The ideal cavity area is zero, but the seam is still a surface where two separately grown films touch. Geometry alone does not say how well they bond there.

**Re-entrant walls: the mouth wins**

Now let $\theta>0$. Just below the mouth, the nearest solid to a mid-plane point is the corner at $(a,0)$, or its mirror image. Farther down it is a point on the wall face. To find the changeover, project the vector from the corner to the mid-plane point, $(-a,z)$, onto the downward wall direction $(\sin\theta,\cos\theta)$:

$$(-a)\sin\theta+z\cos\theta .$$

If this is negative, the perpendicular from the point misses the wall and the corner is nearest. It becomes positive at $z=a\tan\theta$. Beyond that depth the perpendicular distance is the horizontal half-width times $\cos\theta$. Hence, before the floor becomes nearest,

$$D(0,z)=\begin{cases}\sqrt{a^2+z^2}, & 0\le z\le a\tan\theta,\\ (a+z\tan\theta)\cos\theta=a\cos\theta+z\sin\theta, & z\ge a\tan\theta.\end{cases}$$

The two pieces agree at the changeover, where both equal $a/\cos\theta$. Both increase with depth, so the mouth is the bottleneck. Gas cannot avoid it by going off-centre either: any route must cross the plane $z=0$, where a point at $x$ is only $a-|x|\le a$ from the nearer corner. All routes are therefore closed at

$$t_{\rm seal}=a .$$

How much film would the widest place have needed? The last mid-plane point to fill would be equally far from the walls and the floor:

$$a\cos\theta+z\sin\theta=H-z
\quad\Rightarrow\quad
z=\frac{H-a\cos\theta}{1+\sin\theta}.$$

Its distance to the floor is

$$t_{\rm need}=H-z=\frac{H(1+\sin\theta)-H+a\cos\theta}{1+\sin\theta}
=\frac{a\cos\theta+H\sin\theta}{1+\sin\theta}.$$

Moving sideways from this point only brings one wall closer, so this is the radius of the largest circle that fits between walls and floor. The result uses the wall-face piece of $D$, so it requires $z\ge a\tan\theta$, that is $H\ge a(1+\sin\theta)/\cos\theta$, or 10.4 nm in the example. For $H$ between $a$ and that value the corner is nearer than the wall face, and $\sqrt{a^2+z^2}=H-z$ gives $t_{\rm need}=(H^2+a^2)/(2H)$, which still exceeds $a$. Comparing it with the sealing thickness for $\theta=2^\circ$,

$$t_{\rm need}=\frac{9.994+3.490}{1.0349}\ \text{nm}=13.03\ \text{nm},
\qquad t_{\rm seal}=10.00\ \text{nm}.$$

The shortfall is 3.03 nm. This is where "just deposit longer" fails: the missing film would have to grow after its supply has been shut off.

**How large is the cavity?**

Consider the right half of the section at some $t\le a$. The film surface has two parts. Around the corner it is an arc,

$$x_f=a-\sqrt{t^2-z^2},\qquad 0\le z\le t\sin\theta .$$

Along the wall it is the original line shifted by $t$ along its normal, which is a horizontal shift of $t/\cos\theta$:

$$x_f=a+z\tan\theta-\frac{t}{\cos\theta},\qquad t\sin\theta\le z\le H-t .$$

The upper limit is the top of the floor film. At the join $z=t\sin\theta$ the second expression gives

$$a-\frac{t(1-\sin^2\theta)}{\cos\theta}=a-t\cos\theta,$$

which matches the arc.

For the arc part of the area, substitute $z=t\sin u$:

$$\int_0^{t\sin\theta}\!\sqrt{t^2-z^2}\,dz=t^2\!\int_0^\theta\!\cos^2u\,du=\frac{t^2}{2}(\theta+\sin\theta\cos\theta).$$

The straight part is a trapezium of height $L=H-t-t\sin\theta$. Its half-width starts at $a-t\cos\theta$ and grows by $\tan\theta$ per unit depth. Adding both parts and doubling for the left half,

$$A(t)=2\left[at\sin\theta-\frac{t^2}{2}(\theta+\sin\theta\cos\theta)+(a-t\cos\theta)L+\frac{L^2}{2}\tan\theta\right].$$

This form requires $L\ge0$. The trapped area is $A(a)$, since growth inside stops at $t=a$.

In the example $L=100-10-0.35=89.65$ nm. The first two terms nearly cancel, contributing less than 0.01 nm². The third is $0.0061\times89.65=0.55$ nm², and the fourth is $\tfrac12(89.65)^2(0.03492)=140.3$ nm². Doubling the sum gives 281.8 nm². The original trench area is

$$2aH+H^2\tan\theta=2000+349.2=2349.2\ \text{nm}^2,$$

so 12.0 % of the trench remains empty.

The cavity is widest just above the floor film, at $z=H-a$:

$$W=2\left[a+(H-a)\tan\theta-\frac{a}{\cos\theta}\right]
=2(10+3.143-10.006)\ \text{nm}=6.27\ \text{nm}.$$

It is a tall, thin wedge, 90 nm high, with its point at the mouth.

I also tested the area without using the formula for $A$. On a grid of 0.1 nm spacing, film was added in 0.5 nm increments up to 20 nm, but only where gas remained connected to the outside. The trapped area came out as 281.5 nm² for the re-entrant trench and zero for the vertical one.

**There is no safe undercut in the ideal model**

For small $\theta$ in radians, to leading order,

$$W\simeq2(H-a)\theta,\qquad A(a)\simeq(H-a)^2\theta .$$

The area is that of a triangle with base $W$ and height $H-a$. Both vanish continuously at $\theta=0$, so the vertical trench is a borderline case, not a case with a safety margin. With the mouth width and depth held fixed:

| Undercut angle | Greatest cavity width | Empty fraction |
|---|---:|---:|
| 0.5° | 1.57 nm | 3.4 % |
| 1.0° | 3.14 nm | 6.5 % |
| 2.0° | 6.27 nm | 12.0 % |
| 3.0° | 9.41 nm | 16.7 % |

These fractions are geometric. They are not predictions of the increase in electrical resistance, which also depends on electron scattering.

**Two cases that do fill**

First, reverse the lean, so that the trench narrows downward at an angle $\phi$ but still has a floor. While the walls are nearer than the floor,

$$D(0,z)=(a-z\tan\phi)\cos\phi=a\cos\phi-z\sin\phi .$$

This decreases with depth, as does the floor distance $H-z$. The bottom closes first, and the upper edge of the closed region is at

$$z_c=\frac{a\cos\phi-t}{\sin\phi}.$$

For $\phi=2^\circ$ and $t=8$ nm, $z_c=(9.994-8)/0.0349=57.1$ nm. Above that depth, a gap around the mid-plane is still open to the gas. As $t$ increases, the closure moves upward and leaves no cavity. The sidewall films still meet on the mid-plane, however, so a taper removes the cavity but not the seam.

Second, a re-entrant trench with $H<a$ also fills. Its floor film reaches the mouth level at $t=H$, before the corner films meet at $t=a$. With the same mouth and a 2° undercut, a trench 8 nm deep gave zero trapped area in the grid calculation. For straight re-entrant walls, the cavity therefore requires a depth greater than half the mouth width.

**Why the top surface can mislead you**

After sealing, the film keeps growing outside. Above a vertical or re-entrant trench, the mid-plane surface stands at the height $h$ whose distance to the corner is $t$:

$$a^2+h^2=t^2\quad\Rightarrow\quad h=\sqrt{t^2-a^2}.$$

The surrounding film has height $t$, so the notch depth is $t-\sqrt{t^2-a^2}$. At $t=20$ nm this is $20-17.32=2.68$ nm. The expression does not contain $\theta$: in this model the same shallow notch lies above a seam and above a cavity.

**What changes in a real tungsten fill?**

Your dimensions are roughly in the range of narrow tungsten features filled by chemical vapour deposition from WF₆ and hydrogen, with 20 nm taken as the opening left after the liner. Real walls may be bowed and real films are rough, so the numbers above describe an ideal profile, not a measured one. Three neglected effects can be sized.

*Molecule size.* Take a rough WF₆ diameter $d=0.6$ nm. Gas is excluded when the mouth gap is $d$, or $t=a-d/2=9.7$ nm. Even the vertical trench then keeps an open slit of area $0.6\times90.3=54.2$ nm², or 2.7 % of its section. The re-entrant cavity grows from 281.8 to 337.9 nm². An undercut of 0.19° is already enough to make the ideal cavity as wide as this molecule.

*Roughness.* If peaks rise at most $r=1$ nm above each mean film surface, opposing peaks can first touch at $t=a-r=9$ nm. Sealing at that earliest moment would leave 182 nm² in the vertical trench, or 9.1 %, and 470 nm² in the re-entrant one. With molecule size left out, these are upper bounds for this peak height, because gas may still pass around the peaks along the trench. Of the three effects, this one has the largest possible influence here.

*Reactant depletion.* Conformality itself weakens as the gap $g$ narrows. Let $s$ be the reaction probability per WF₆ impact, $v$ the mean molecular speed and $c$ the WF₆ concentration. Take $s$ as constant, so that the growth rate is proportional to $c$. If the rate depends less strongly on $c$, as it can when hydrogen limits the reaction, the thickness deficit found below is an overestimate. Each wall consumes $svc/4$ per unit area. Taking a Knudsen diffusivity of about $2gv/3$, the balance between diffusion and loss to two walls is

$$\frac{2gv}{3}\,g\,\frac{d^2c}{dz^2}=2\,\frac{sv}{4}\,c
\quad\Rightarrow\quad
\frac{d^2c}{dz^2}=\frac{\Phi^2}{H^2}c,\qquad \Phi^2=\frac{3sH^2}{4g^2}.$$

If consumption on the small floor is neglected, $dc/dz=0$ at $z=H$. The solution is proportional to $\cosh[\Phi(1-z/H)]$, so the floor-to-mouth rate ratio is $1/\cosh\Phi$.

For growth at 0.2 nm/s, 1 Torr of WF₆ and 670 K, dividing the rate at which tungsten atoms are deposited by the WF₆ arrival rate gives $s\approx1.6\times10^{-5}$. At $g=0.6$ nm the ratio is about 0.85. Since $dt=-dg/2$, the accumulated thickness deficit at the bottom is

$$\delta=\frac12\int_d^{2a}\left(1-\frac1{\cosh\Phi(g)}\right)dg\approx0.05\ \text{nm}.$$

This estimate is for a uniform gap, that is the vertical trench, and its transport model errs on the high side: $2gv/3$ is a tube-type value that understates transport between long parallel walls, and the slit left near closure is about 90 nm long rather than $H$. Full free-molecular transport in a 90 nm slit gives a ratio of about 0.93 and a deficit of about 0.03 nm. The estimate also treats the molecules as points, so it is least reliable when the gap is hardly wider than a molecule. With the same rate law, but only the width $g-d$ open to the molecules' centres, the deficit is several times larger, roughly 0.14 to 0.2 nm depending on the transport model. It is then comparable with the 0.3 nm per wall left by molecule size, so depletion cannot be dismissed. The use of molecular flow is reasonable: at a total pressure of 40 Torr, treating all the gas as identical molecules of WF₆ size gives a mean free path of roughly 1 µm. A heavy WF₆ molecule among light hydrogen molecules has a path several times shorter, but still well above 20 nm.

So the question to ask of a fill process is not only "is the film equally thick everywhere?" but also "does every deep point close no later than its route to the gas does?" For a re-entrant trench deeper than half its mouth width, perfectly conformal growth fails the second test. To avoid the cavity during deposition, the closing order has to change, for example by reshaping a trench that is symmetric about its mid-plane so that no part is wider than the part above it (a slanted or kinked trench can still seal early at constant horizontal width), or by making the growth rate increase sufficiently with depth. Widening only the top may just move the narrowest place deeper, with a smaller cavity still below it. The numerical output below gives the values for all the cases.

## Calculated quantities

```
Mouth width: 20.0 nm
Trench depth: 100.0 nm
Wall angle, re-entrant or tapered: 2.0 deg
Re-entrant floor width: 26.98 nm
Tapered floor width: 13.02 nm
Vertical: closure thickness, formula: 10.00 nm
Vertical: last gas access, grid: 10.00 nm
Vertical: seam length: 90.0 nm
Vertical: trapped area, grid: 0.0 nm^2
Re-entrant: mouth sealing thickness: 10.00 nm
Re-entrant: last gas access, grid: 10.00 nm
Re-entrant: thickness needed to fill: 13.03 nm
Re-entrant: thickness shortfall: 3.03 nm
Re-entrant: original trench area: 2349.2 nm^2
Re-entrant: cavity area, formula: 281.8 nm^2
Re-entrant: cavity area, grid: 281.5 nm^2
Re-entrant: cavity fraction: 12.0 %
Re-entrant: greatest cavity width: 6.27 nm
Re-entrant: cavity height: 90.0 nm
Final field film thickness: 20.0 nm
Final surface notch depth: 2.68 nm
Tapered: trapped area, grid: 0.0 nm^2
Tapered: film thickness examined: 8.0 nm
Tapered: closure depth then, formula: 57.1 nm
Tapered: closure depth then, grid: 57.1 nm
Shallow re-entrant: depth: 8.0 nm
Shallow: trapped area, grid: 0.0 nm^2
Undercut 0.5 deg: width 1.57 nm, fraction 3.4 %
Undercut 1.0 deg: width 3.14 nm, fraction 6.5 %
Undercut 2.0 deg: width 6.27 nm, fraction 12.0 %
Undercut 3.0 deg: width 9.41 nm, fraction 16.7 %
Rough WF6 diameter: 0.6 nm
Undercut giving cavity of that width: 0.19 deg
Molecule limit, vertical area: 54.2 nm^2
Molecule limit, vertical fraction: 2.7 %
Molecule limit, re-entrant area: 337.9 nm^2
Rough peak height: 1.0 nm
Roughness bound, vertical area: 182.0 nm^2
Roughness bound, vertical fraction: 9.1 %
Roughness bound, re-entrant area: 470.2 nm^2
Growth rate: 0.2 nm/s
WF6 partial pressure: 1.0 Torr
Total pressure: 40.0 Torr
Temperature: 670 K
Reaction probability per WF6 impact: 1.60e-05
Floor/mouth rate at molecule-size gap: 0.853
Floor thickness deficit from depletion: 0.046 nm
Gas mean free path, rough: 1084 nm
```
